**Quantum metric and Berry curvature from overlaps, loops and derivatives**

For a normalized, nondegenerate state $u(\mathbf k)$, the program tests $\langle\partial_i u|(1-|u\rangle\langle u|)|\partial_j u\rangle=g_{ij}-\tfrac{i}{2}\Omega_{ij}$. Here $g_{ij}$ is the Fubini-Study metric, $A_j=i\langle u|\partial_j u\rangle$ and $\Omega_{ij}=\partial_iA_j-\partial_jA_i$. For a two-band Dirac model and a three-band model, it asserts that the sum over states agrees with finite overlaps, the phase around a small square, the curl of $A$ and differentiated eigenvectors in two phase choices. It also asserts the Dirac closed forms, the cubic term of the overlap expansion and the quadratic error of centred steps. In the Dirac example $g_{xx}=4.67$ Å² and $\Omega_{xy}=10.31$ Å². There $\det g$ and $\Omega_{xy}^2/4$ agree at 26.57 Å⁴, while in the three-band model they are 0.00715 and 0.00250 Å⁴, a strict inequality.

## Check in Python

```python
"""Quantum metric and Berry curvature from one tensor.

Result under test, for a normalized nondegenerate eigenstate u(k):
    T_ij = <d_i u| (1 - |u><u|) |d_j u> = g_ij - (i/2) Omega_ij
    1 - |<u(k)|u(k+delta)>|^2 = g_ij delta_i delta_j + O(delta^3)
g: Fubini-Study metric; A_j = i <u|d_j u>: Berry connection;
Omega_ij = d_i A_j - d_j A_i: Berry curvature.
Energies in eV, k in 1/angstrom, g and Omega in angstrom^2.
"""
import numpy as np
from scipy.constants import physical_constants

BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
V, MASS = 3.0, 0.5               # eV angstrom, eV
K_DIRAC = np.array([0.10, 0.05])  # 1/angstrom
AXES = np.eye(2)


def dirac_h(k):
    return V * (k[0] * SX + k[1] * SY) + MASS * SZ


def dirac_dh(k):
    return [V * SX, V * SY]


# Three-band model; the lengths multiplying k are 1 angstrom.
LEVELS = np.diag([0.0, 2.0, 4.0]).astype(complex)
B1 = np.array([[0, 0.6, 0.4j], [0.6, 0, 0.3], [-0.4j, 0.3, 0]])
B2 = np.array([[0, 0.3 + 0.5j, 0.7], [0.3 - 0.5j, 0, 0.2j],
               [0.7, -0.2j, 0]])
K_THREE = np.array([0.3, 0.2])


def three_h(k):
    return LEVELS + np.sin(k[0]) * B1 + np.sin(k[1]) * B2


def three_dh(k):
    return [np.cos(k[0]) * B1, np.cos(k[1]) * B2]


def no_phase(k):
    return 0.0


def extra_phase(k):
    return 2.0 * k[0] - k[1] + 3.0 * k[0] * k[1]


def smooth_state(h, anchor, phase):
    """Lowest state with component `anchor` positive, times exp(i phase)."""
    def state(k):
        u = np.linalg.eigh(h(k))[1][:, 0]
        return u * np.exp(1j * (phase(k) - np.angle(u[anchor])))
    return state


def derivative(f, k, j, step=1e-3):
    s = step * AXES[j]
    return (f(k - 2*s) - 8*f(k - s) + 8*f(k + s) - f(k + 2*s)) / (12*step)


def tensor_from_derivatives(state, k):
    u = state(k)
    du = [derivative(state, k, j) for j in range(2)]
    proj = np.eye(len(u)) - np.outer(u, u.conj())
    return np.array([[np.vdot(a, proj @ b) for b in du] for a in du])


def tensor_from_states(h, dh, k, band=0):
    e, vec = np.linalg.eigh(h(k))
    t = np.zeros((2, 2), complex)
    for n in range(len(e)):
        if n != band:
            m = [np.vdot(vec[:, n], d @ vec[:, band]) for d in dh(k)]
            t += np.outer(np.conj(m), m) / (e[band] - e[n])**2
    return t


def infidelity(h, k1, k2):
    """One minus the squared overlap of the lowest states."""
    a = np.linalg.eigh(h(k1))[1][:, 0]
    b = np.linalg.eigh(h(k2))[1][:, 0]
    return 1.0 - abs(np.vdot(a, b))**2


def metric_from_overlaps(h, k, step=2e-4):
    def centred(direction):
        s = 0.5 * step * direction
        return infidelity(h, k - s, k + s) / step**2
    gxx, gyy = centred(AXES[0]), centred(AXES[1])
    gxy = (centred(AXES[0] + AXES[1]) - centred(AXES[0] - AXES[1])) / 4
    return np.array([[gxx, gxy], [gxy, gyy]])


def curvature_from_loop(h, k, step=2e-4):
    corners = [(-1, -1), (1, -1), (1, 1), (-1, 1)]
    us = [np.linalg.eigh(h(k + 0.5*step*np.array(c)))[1][:, 0]
          for c in corners]
    product = 1.0 + 0j
    for n in range(4):
        product *= np.vdot(us[n], us[(n + 1) % 4])
    return -np.angle(product) / step**2


def connection(state, k, j):
    return (1j * np.vdot(state(k), derivative(state, k, j))).real


def curvature_from_curl(state, k):
    return (derivative(lambda q: connection(state, q, 1), k, 0)
            - derivative(lambda q: connection(state, q, 0), k, 1))


def dirac_closed_form(k):
    e2 = V**2 * (k @ k) + MASS**2
    g = 0.25 * (V**2 * np.eye(2) / e2 - V**4 * np.outer(k, k) / e2**2)
    return g, V**2 * MASS / (2 * e2**1.5)


# General statements, in two gauges and for two models.
results = {}
for name, h, dh, k, anchor in [
        ("dirac", dirac_h, dirac_dh, K_DIRAC, 1),
        ("three", three_h, three_dh, K_THREE, 0)]:
    reference = tensor_from_states(h, dh, k)
    scale = np.max(abs(reference))
    # Second-order truncation of the centred overlaps and loop sets 1e-5.
    g_overlap = metric_from_overlaps(h, k)
    omega_loop = curvature_from_loop(h, k)
    assert np.allclose(g_overlap, reference.real, rtol=0, atol=1e-5*scale)
    assert abs(omega_loop + 2*reference[0, 1].imag) < 1e-5*scale
    gauges = []
    for phase in (no_phase, extra_phase):
        state = smooth_state(h, anchor, phase)
        u = state(k)
        du = [derivative(state, k, j) for j in range(2)]
        t = tensor_from_derivatives(state, k)
        assert np.allclose(t, reference, rtol=0, atol=1e-6*scale)
        curl = curvature_from_curl(state, k)
        assert abs(curl + 2*t[0, 1].imag) < 1e-5*scale
        for i in range(2):
            assert abs(np.vdot(u, du[i]).real) < 1e-6
            for j in range(2):
                second = derivative(
                    lambda q: derivative(state, q, j), k, i)
                assert abs(np.vdot(u, second).real
                           + np.vdot(du[i], du[j]).real) < 1e-5*scale
        gauges.append((np.vdot(du[0], du[0]).real,
                       connection(state, k, 0), t[0, 0].real))
    # The unprojected product must depend on the gauge.
    assert abs(gauges[0][0] - gauges[1][0]) > 1e-2
    # The connection shifts by minus the gradient of the added phase.
    shift = gauges[1][1] - gauges[0][1]
    assert abs(shift + derivative(extra_phase, k, 0)) < 1e-6
    results[name] = (reference, g_overlap, omega_loop, curl, gauges)

# Closed form of the Dirac model, both bands.
g, omega = dirac_closed_form(K_DIRAC)
t_dirac, g_num, omega_loop, omega_curl, gauges = results["dirac"]
assert np.allclose(g_num, g, rtol=0, atol=1e-4)
assert abs(omega_loop - omega) < 1e-4
t_upper = tensor_from_states(dirac_h, dirac_dh, K_DIRAC, band=1)
assert np.allclose(t_upper.real, g, atol=1e-10)
assert abs(-2*t_upper[0, 1].imag + omega) < 1e-10

# Positivity: equality for two bands, strict inequality for three.
det_two = np.linalg.det(g_num)
assert abs(det_two - omega_loop**2/4) < 1e-4 * det_two
assert np.trace(g_num) >= abs(omega_loop)
t3, g3, omega3 = results["three"][:3]
det_three = np.linalg.det(g3)
assert det_three > 1.2 * omega3**2/4
assert np.trace(g3) > abs(omega3)
assert np.min(np.linalg.eigvalsh(t3)) > 0

# Cubic term from an end point, and its absence about the midpoint.
unit = np.array([0.6, 0.8])
g_along = unit @ g @ unit


def metric_along(k):
    return unit @ dirac_closed_form(k)[0] @ unit


cubic = 0.5 * sum(unit[j] * derivative(metric_along, K_DIRAC, j)
                  for j in range(2))
s = 1e-3
odd_part = (infidelity(dirac_h, K_DIRAC, K_DIRAC + s*unit)
            - infidelity(dirac_h, K_DIRAC, K_DIRAC - s*unit)) / (2*s**3)
assert abs(odd_part - cubic) < 1e-3 * abs(cubic)


def midpoint_ratio(step):
    d = 0.5 * step * unit
    return infidelity(dirac_h, K_DIRAC - d, K_DIRAC + d) / step**2


error_ratio = ((midpoint_ratio(0.01) - g_along)
               / (midpoint_ratio(0.005) - g_along))
assert abs(error_ratio - 4) < 0.1

A2 = "angstrom^2"
energy = np.sqrt(V**2 * (K_DIRAC @ K_DIRAC) + MASS**2)
print("DIRAC MODEL, LOWER BAND")
print(f"v = {V:.1f} eV angstrom, m = {MASS:.1f} eV")
print(f"k = ({K_DIRAC[0]:.2f}, {K_DIRAC[1]:.2f}) 1/angstrom")
print(f"half the band splitting = {energy:.5f} eV")
print(f"closed form g_xx = {g[0, 0]:.5f} {A2}")
print(f"closed form g_xy = {g[0, 1]:.5f} {A2}")
print(f"closed form g_yy = {g[1, 1]:.5f} {A2}")
print(f"closed form Omega_xy = {omega:.5f} {A2}")
print(f"overlaps: g_xx = {g_num[0, 0]:.5f} {A2}")
print(f"overlaps: g_xy = {g_num[0, 1]:.5f} {A2}")
print(f"overlaps: g_yy = {g_num[1, 1]:.5f} {A2}")
print(f"loop phase: Omega_xy = {omega_loop:.5f} {A2}")
print(f"curl of A: Omega_xy = {omega_curl:.5f} {A2}")
print(f"Re T_xy = {t_dirac[0, 1].real:.5f} {A2}")
print(f"Im T_xy = {t_dirac[0, 1].imag:.5f} {A2}")
print(f"upper band Omega_xy = {-2*t_upper[0, 1].imag:.5f} {A2}")
print(f"det g = {det_two:.4f} angstrom^4")
print(f"Omega_xy^2/4 = {omega_loop**2/4:.4f} angstrom^4")
print(f"trace g = {np.trace(g):.5f} {A2}")
for label, value in [("g_xx", g[0, 0]), ("g_xy", g[0, 1]),
                     ("g_yy", g[1, 1]), ("Omega_xy", omega)]:
    print(f"converted {label} = {value/BOHR**2:.4f} bohr^2")
print("PHASE CHANGE chi = 2 kx - ky + 3 kx ky (k in 1/angstrom)")
for label, row in zip(("before", "after"), gauges):
    print(f"{label}: Re<dx u|dx u> = {row[0]:.5f} {A2}")
    print(f"{label}: A_x = {row[1]:.5f} angstrom")
    print(f"{label}: g_xx = {row[2]:.5f} {A2}")
print("FINITE STEPS along (0.6, 0.8)")
print(f"metric along this direction = {g_along:.5f} {A2}")
print(f"cubic coefficient = {cubic:.4f} angstrom^3")
for step in (0.04, 0.02, 0.01):
    d = infidelity(dirac_h, K_DIRAC, K_DIRAC + step*unit)
    print(f"step {step:.2f} 1/angstrom: 1-|overlap|^2 = {d:.4e}")
    print(f"  divided by step^2: from end point {d/step**2:.5f}, "
          f"about midpoint {midpoint_ratio(step):.5f} {A2}")
print(f"midpoint error ratio on halving step 0.01: {error_ratio:.3f}")
print("THREE-BAND MODEL, LOWEST BAND")
print(f"g_xx, g_xy, g_yy = {g3[0, 0]:.5f}, {g3[0, 1]:.5f}, "
      f"{g3[1, 1]:.5f} {A2}")
print(f"Omega_xy = {omega3:.5f} {A2}")
print(f"det g = {det_three:.6f} angstrom^4")
print(f"Omega_xy^2/4 = {omega3**2/4:.6f} angstrom^4")
print("ALL CHECKS PASSED")
```

It prints:

```
DIRAC MODEL, LOWER BAND
v = 3.0 eV angstrom, m = 0.5 eV
k = (0.10, 0.05) 1/angstrom
half the band splitting = 0.60208 eV
closed form g_xx = 4.66587 angstrom^2
closed form g_xy = -0.77051 angstrom^2
closed form g_yy = 5.82164 angstrom^2
closed form Omega_xy = 10.30909 angstrom^2
overlaps: g_xx = 4.66587 angstrom^2
overlaps: g_xy = -0.77051 angstrom^2
overlaps: g_yy = 5.82164 angstrom^2
loop phase: Omega_xy = 10.30909 angstrom^2
curl of A: Omega_xy = 10.30909 angstrom^2
Re T_xy = -0.77051 angstrom^2
Im T_xy = -5.15455 angstrom^2
upper band Omega_xy = -10.30909 angstrom^2
det g = 26.5693 angstrom^4
Omega_xy^2/4 = 26.5694 angstrom^4
trace g = 10.48751 angstrom^2
converted g_xx = 16.6621 bohr^2
converted g_xy = -2.7515 bohr^2
converted g_yy = 20.7895 bohr^2
converted Omega_xy = 36.8144 bohr^2
PHASE CHANGE chi = 2 kx - ky + 3 kx ky (k in 1/angstrom)
before: Re<dx u|dx u> = 4.78086 angstrom^2
before: A_x = -0.33909 angstrom
before: g_xx = 4.66587 angstrom^2
after: Re<dx u|dx u> = 10.86144 angstrom^2
after: A_x = -2.48909 angstrom
after: g_xx = 4.66587 angstrom^2
FINITE STEPS along (0.6, 0.8)
metric along this direction = 4.66587 angstrom^2
cubic coefficient = -23.1685 angstrom^3
step 0.04 1/angstrom: 1-|overlap|^2 = 6.0653e-03
  divided by step^2: from end point 3.79082, about midpoint 4.65388 angstrom^2
step 0.02 1/angstrom: 1-|overlap|^2 = 1.6854e-03
  divided by step^2: from end point 4.21347, about midpoint 4.66291 angstrom^2
step 0.01 1/angstrom: 1-|overlap|^2 = 4.4366e-04
  divided by step^2: from end point 4.43663, about midpoint 4.66513 angstrom^2
midpoint error ratio on halving step 0.01: 4.003
THREE-BAND MODEL, LOWEST BAND
g_xx, g_xy, g_yy = 0.07706, 0.02582, 0.10143 angstrom^2
Omega_xy = 0.10007 angstrom^2
det g = 0.007150 angstrom^4
Omega_xy^2/4 = 0.002504 angstrom^4
ALL CHECKS PASSED
```
